\section*{Steady surface composition of a solid under implantation and sputtering, part 1}

(Sections cited here and not found follow in the second part.)

\section{The balance at a receding surface}

Q: I direct a steady beam of ions at a solid, and a good part of them stay inside. If I wait long enough, why should the concentration of implanted atoms ever stop rising?

A: Because the same ions also remove atoms from the surface. The solid recedes, and atoms implanted earlier are brought to the surface and ejected. At first the ejected material is pure host and every captured ion is a gain. Later the ejected material contains implanted atoms, and the gain shrinks. The concentration can settle when implanted atoms leave as fast as they arrive.

Q: That is a picture. What are the quantities?

A: Let $J$ be the number of ions that strike unit area per unit time. A fraction $\eta$ of them is captured; the rest are reflected. Let $Y$ be the total sputtering yield, the mean number of atoms ejected per incident ion. It counts atoms of both kinds, host atoms and previously implanted ones, but not reflected ions. The rate at which atoms leave unit area is therefore $YJ$.

I measure the depth $x$ from the surface as it is at that moment, positive into the solid. The captured ions stop with a depth distribution $f(x)$, normalised so that
\begin{equation}
\int_0^\infty f(x)\,dx=1 .
\end{equation}
The atomic fraction of implanted atoms is $c(x)$, and $c_s$ is its value in the layer from which atoms are ejected. That layer is much thinner than the ion range, so I place it at $x=0$. All these quantities are averages over an area and a time that cover many ion impacts.

Q: You will need to know what the ejected material is made of. The yield $Y$ alone does not tell you.

A: It does not. This is where the assumption of no preferential sputtering enters. It says that an implanted atom in the surface layer is as likely to be ejected as a host atom in that layer. The ejected flux then has the composition of the layer:
\begin{equation}
\text{implanted atoms out}=YJc_s,\qquad
\text{host atoms out}=YJ(1-c_s).
\label{eq:out}
\end{equation}
The assumption concerns the probability per atom. It does not say that equal numbers of the two species leave.

Q: Then write the balance, and tell me which volume it refers to.

A: Take unit area and the volume between the moving surface and a depth $L$ that lies below all the stopped ions. Let $S$ be the number of implanted atoms in it. Ions add $\eta J$ per unit time, and sputtering removes $YJc_s$. As the surface recedes, the lower boundary at $x=L$ moves into fresh material, but that material is pure host and brings no implanted atoms. Hence
\begin{equation}
\frac{dS}{dt}=\eta J-YJc_s .
\label{eq:balance}
\end{equation}
In a steady state the profile seen from the surface no longer changes, so $dS/dt=0$. Dividing by $YJ$ gives
\begin{equation}
c_s=\frac{\eta}{Y}.
\label{eq:cs}
\end{equation}
If every ion is captured, $\eta=1$ and $c_s=1/Y$. The flux has cancelled because both arrival and removal are proportional to it. A stronger beam reaches the same composition sooner, as long as $Y$ and $\eta$ do not depend on the flux.

Q: I had understood that $1/Y$ was an approximation for large $Y$. You never used that.

A: The surface balance does not need it, once $Y$ is the total yield in the steady state. Large $Y$ matters for other reasons, and they come up when we ask which yield is known in practice and what the profile looks like. First there is a condition to settle, because I assumed that a steady state exists.

Q: Yes. Put $Y=0.5$ and $\eta=1$, and your formula gives an atomic fraction of two.

A: The host balance shows what is wrong. From Eqs.~\eqref{eq:out} and \eqref{eq:cs}, the steady loss of host atoms is
\begin{equation}
YJ(1-c_s)=YJ\left(1-\frac{\eta}{Y}\right)=(Y-\eta)J .
\label{eq:host}
\end{equation}
Host atoms are not supplied by the beam, so they must come from below at this rate. They do so if the surface recedes into the host, which requires
\begin{equation}
Y>\eta .
\end{equation}
If $Y<\eta$, more atoms are added than removed and the solid grows. The steady state with recession then does not exist, and Eq.~\eqref{eq:cs} has no application. What happens to the surface instead needs the time-dependent solution, which belongs to the second half.

Q: Suppose I measure the number of host atoms removed per ion and call that the yield. Do I still get $1/Y$?

A: No. Call that number $Y_h$. In the steady state $\eta$ implanted atoms leave per incident ion, so the total is $Y=Y_h+\eta$, and
\begin{equation}
c_s=\frac{\eta}{Y_h+\eta}.
\end{equation}
For full capture this is $1/(1+Y_h)$. The difference from $1/Y_h$ is
\begin{equation}
\frac1{Y_h}-\frac1{1+Y_h}
=\frac{(1+Y_h)-Y_h}{Y_h(1+Y_h)}
=\frac1{Y_h(1+Y_h)},
\end{equation}
which falls as $1/Y_h^2$. At large yield the two definitions give nearly the same fraction. At a yield of 8 they still differ visibly: the total-yield reading gives 0.125 and the host-only reading gives 0.111.

Q: And if I measured the yield on the pure target, before it contained any implanted atoms? At that time all ejected atoms are host atoms.

A: At that time the total yield and the host yield are the same number, $Y_0$. As implanted atoms reach the surface, they take the place of some host atoms in the ejected flux. If the ejection probability does not depend on composition, the total stays at $Y_0$ and the host part falls to $Y_0-\eta$. The pure-target yield is then to be used as the total yield, giving $c_s=\eta/Y_0$. If the probability does depend on composition, but not steeply, large $Y_0$ helps, because the implanted fraction is small and the yield then stays close to its pure-target value. I will put a size on that later.

Q: The balance is so short that I suspect it of hiding something. Ions stop at random depths and atoms leave in lumps. Does an actual pile of atoms behave like this?

A: It was tried with a simulated column of atoms. Each captured ion inserts one atom at a random depth, drawn from a Gaussian with centre 9~nm and width (standard deviation) 4~nm, cut off at the surface and renormalised. The density is $5.5\times10^{22}$ atoms/cm$^3$. After each ion the outermost $Y$ atoms are removed, whatever they are. The column starts as pure host, and the early part of the run is left out of the averages.

With $Y=8$ and full capture, the implanted fraction of the removed atoms is 0.1250, against $1/8=0.1250$. With $Y=3$ and $\eta=0.7$ it is 0.2336, against $0.7/3=0.2333$. The simulation is not told the steady composition; it finds it from insertion and removal.

Q: So far you have one number, at the surface. How does the fraction vary with depth?

A: Define the fraction of captured ions that stop deeper than $x$,
\begin{equation}
F(x)=\int_x^\infty f(x')\,dx',\qquad F(0)=1,\qquad \frac{dF}{dx}=-f(x).
\label{eq:F}
\end{equation}
Consider the material below a plane at depth $x$. Captured ions add implanted atoms to it at the rate $\eta JF(x)$. In the steady state its content is constant, and none leave at great depth. The same number must therefore pass up through the plane:
\begin{equation}
\Phi_i(x)=\eta JF(x).
\label{eq:phii}
\end{equation}
Here ``up'' means towards the surface. Host atoms have no source inside the solid, so their upward flux is the same through every plane. Its value is fixed by the loss at the surface, Eq.~\eqref{eq:host}:
\begin{equation}
\Phi_h=(Y-\eta)J .
\label{eq:phih}
\end{equation}

Q: Two fluxes are not a composition. You need velocities.

A: I need them to be equal, not known. If there is no mixing, both species are carried by the same moving solid with the same upward velocity $w(x)$. With number densities $n_i$ and $n_h$, the fluxes are $\Phi_i=n_iw$ and $\Phi_h=n_hw$. The velocity cancels from their ratio:
\begin{equation}
\frac{c}{1-c}=\frac{n_i}{n_h}=\frac{\Phi_i}{\Phi_h}
=\frac{\eta F}{Y-\eta}.
\end{equation}
Multiply by $(1-c)(Y-\eta)$:
\begin{equation}
c(Y-\eta)=\eta F-c\,\eta F .
\end{equation}
Collecting the terms in $c$ on the left gives $c(Y-\eta+\eta F)=\eta F$, and so
\begin{equation}
c(x)=\frac{\eta F(x)}{Y-\eta+\eta F(x)} .
\label{eq:profile}
\end{equation}
At $x=0$, where $F=1$, the denominator is $Y$ and we recover $\eta/Y$.

Q: Implanted atoms take up room. Where is the swelling?

A: It is contained in $w(x)$, which cancelled. The result does not require the two species to have equal atomic volumes. It does require $f(x)$ to be the stopping distribution in the steady, altered solid, with depth measured there. If the alloy stops ions differently from the pure host, that altered distribution must be used.

Q: I expected a buried peak, as in an ordinary implant. Your profile has its maximum at the surface.

A: $F$ does not increase with depth, and $c$ in Eq.~\eqref{eq:profile} increases with $F$. So $c$ cannot increase with depth. The reason is that a piece of solid on its way up collects ions at every depth it passes. When it arrives at the surface it has passed through the whole stopping distribution. A buried peak belongs to the approach to the steady state. For the Gaussian used below, without mixing, it moves towards the surface as material is removed, and it reaches the surface only when the steady composition there is nearly established.

In the same two simulated cases, the profile averaged over 1~nm intervals departs from Eq.~\eqref{eq:profile} by at most 0.0005 in atomic fraction for $Y=8$, and by at most 0.0003 for $Y=3$, $\eta=0.7$.

Q: Where does large $Y$ enter the profile?

A: For $Y\gg\eta$ the denominator is close to $Y$ at every depth, and
\begin{equation}
c(x)\simeq\frac{\eta F(x)}{Y}.
\label{eq:large}
\end{equation}
To see the error, divide Eq.~\eqref{eq:profile} by Eq.~\eqref{eq:large} and subtract one:
\begin{equation}
\frac{Y}{Y-\eta+\eta F}-1
=\frac{\eta(1-F)}{Y-\eta+\eta F}.
\end{equation}
This is the excess of the full profile relative to the simple one. It is zero at the surface and rises to $\eta/(Y-\eta)$ far below, where $F\to0$. For $Y=8$ and $\eta=1$ the limit is $1/7$, or 14\%. The simple form is thus least accurate, in relative terms, where there is least implanted material.

Q: You excluded mixing. But an energetic ion knocks host and implanted atoms about throughout its track. Surely that changes the surface fraction.

A: It changes the profile. The surface balance, Eq.~\eqref{eq:balance}, counts what enters and leaves the whole implanted region, and an exchange of atoms inside that region cancels from the count. Let me show how the two statements fit together.

Describe mixing by a coefficient $D$ that exchanges equal numbers of the two species, at constant atomic density $N$. Equations~\eqref{eq:phii} and \eqref{eq:phih} still give the net upward fluxes, since they came from counting. The total upward flux is their sum,
\begin{equation}
G(x)=J\,[\,Y-\eta+\eta F(x)\,].
\label{eq:G}
\end{equation}
The moving solid carries implanted atoms up at the rate $cG$. Mixing drives them down the concentration gradient. Its flux towards positive $x$ is $-ND\,dc/dx$, so its upward flux is $+ND\,dc/dx$. The sum must equal the net flux:
\begin{equation}
cG+ND\frac{dc}{dx}=\eta JF .
\label{eq:mix}
\end{equation}
At $x=0$ we have $G=YJ$ and $F=1$. Without preference the ejected flux is $YJc_s$, which must equal $\eta J$. The first term of Eq.~\eqref{eq:mix} then already supplies the right-hand side, so $dc/dx=0$ at the surface if $D\neq0$. Mixing flattens the profile there and leaves its surface value at $\eta/Y$.

Q: And deep down?

A: Below the stopped ions $F=0$, and Eq.~\eqref{eq:mix} becomes
\begin{equation}
\frac{dc}{dx}=-\frac{v}{D}\,c,\qquad v=\frac{(Y-\eta)J}{N},
\end{equation}
where $v$ is the speed at which deep host material approaches the surface. For constant $D$ the tail falls as $e^{-vx/D}$. Its length $D/v$ expresses a competition: mixing spreads atoms inwards while recession brings them back.

A finite-volume solution for $Y=8$, $\eta=1$ and the same Gaussian shows both effects. The flux and the stopping distribution were held fixed while $D$ was changed. With $D/v=0.53$~nm, and again with ten times that mixing, the surface fraction stays at 0.1250. At a depth of 18~nm, however, it rises from 0.0018 without mixing to 0.0026 and then to about 0.031. These values take the same $D$ at every depth; a $D$ that fades near the end of the ion tracks gives a much weaker tail.

Q: Is there no transport that would spoil the surface value?

A: There is: any path by which implanted atoms leave the counted region other than through sputtering. Evaporation of a volatile implant is one. The right-hand side of Eq.~\eqref{eq:balance} then acquires a further negative term, and the steady $c_s$ is smaller than $\eta/Y$.

Q: In a plasma, other particles may strike the surface as well. They can sputter without being the species I count.

A: Let them remove atoms at an additional rate $R$ per unit area, also without preference, and suppose that they are not themselves retained. The loss of implanted atoms becomes $(YJ+R)c_s$, and the steady balance gives
\begin{equation}
c_s=\frac{\eta J}{YJ+R}.
\end{equation}
The fraction is the captured flux divided by the total sputtered flux. Equation~\eqref{eq:cs} is the case in which the implanted beam does all the sputtering.

\section{Approach to the steady state and a worked case}

Q: Before we go on, remind me what we are carrying over.

A: Depth $x$ is measured from the moving surface, $J$ is the ion flux, $\eta$ the captured fraction and $Y$ the total number of atoms sputtered per ion. $F(x)$ is the fraction of captured ions that stop deeper than $x$, with $F(0)=1$ and $dF/dx=-f$. Without preferential sputtering, and for $Y>\eta$, the steady surface fraction is $c_s=\eta/Y$. Without mixing, the steady profile is $c=\eta F/(Y-\eta+\eta F)$. From here on I take full capture, $\eta=1$, unless I say otherwise.

Q: You assumed that the steady state is reached. Show me that it is, and how long it takes.

A: For this I assume a constant atomic density $N$, so that an added atom takes the same room as a host atom. I also keep $Y$ and $f(x)$ fixed in time, leave out mixing, and start from pure host.

First I need the upward velocity $w(x)$ of the solid relative to the surface. At constant density, the number of atoms between depth $x$ and a fixed great depth cannot change. Ions add $JF(x)$ atoms there per unit time, so the upward flux at $x$ exceeds the flux from far below by $JF(x)$. At the surface the flux must be $YJ$, and there $F=1$. The flux from far below is therefore $(Y-1)J$, and
\begin{equation}
Nw(x)=J\,[\,Y-1+F(x)\,].
\label{eq:w}
\end{equation}
This holds from the first moment, because it counts atoms without regard to their kind.

We now have the steady surface fraction $\eta/Y$ for $Y>\eta$, the steady profile below it, and the velocity $w(x)$ at which the solid moves towards the surface from the first moment. It remains to follow the implanted atoms in time, to see whether and how soon the steady state is reached, and to put real magnitudes into a worked case.
